\section*{Hubbard U and V from the linear response of site occupations}

\section{Result and conventions}

Let $n_I$ be the number of electrons, summed over spin, on site $I$ of a system in its mean-field ground state. Perturb the system by adding $\sum_J\alpha_J n_J$ to its energy, and define two response matrices at $\alpha=0$:
\begin{equation}
\chi_{IJ}=\frac{dn_I}{d\alpha_J},\qquad
\chi^0_{IJ}=\left.\frac{dn_I}{d\alpha_J}\right|_{\text{interaction potential frozen}} .
\end{equation}
In the first, the electrons readjust self-consistently. In the second, they feel $\alpha$ but the potential they exert on one another keeps its unperturbed value. Then
\begin{equation}
\chi=\chi^0+\chi^0 f\chi,\qquad f=(\chi^0)^{-1}-\chi^{-1},
\label{eq:main}
\end{equation}
and
\begin{equation}
f_{II}=U_I,\qquad f_{IJ}=V_{IJ}\quad(I\neq J).
\label{eq:UV}
\end{equation}

The assumptions are these.
\begin{itemize}
\item The electron number is fixed, the state is a closed shell with real orbitals, and a gap separates filled from empty levels.
\item Closure: the interaction energy $E_{\rm Hxc}$ (Hartree, exchange and correlation) depends on the electrons only through the chosen $n_I$.
\item $\chi^0$ and $\chi$ are invertible.
\end{itemize}
Closure is an idealization. Without it the matrix $f$ can still be computed, but its elements are effective interactions. They are derived below for the case that $E_{\rm Hxc}$ also depends on the occupations of the other orbitals.

\section{The self-consistent equations}

Let $P_I$ be the projector on the orbitals of site $I$. With doubly filled orbitals $\phi_i$,
\begin{equation}
n_I=2\sum_i\langle\phi_i|P_I|\phi_i\rangle ,\qquad
E=2\sum_i\langle\phi_i|h|\phi_i\rangle+E_{\rm Hxc}(n)+\sum_I\alpha_I n_I .
\end{equation}
Varying $\phi_i$ under orthonormality, and using the chain rule for $E_{\rm Hxc}(n)$, gives
\begin{equation}
\Big[h+\sum_I(v_I+\alpha_I)P_I\Big]\phi_i=\varepsilon_i\phi_i,\qquad
v_I=\frac{\partial E_{\rm Hxc}}{\partial n_I}.
\label{eq:ks}
\end{equation}
The orbitals respond to the sum $w_I=v_I+\alpha_I$ and do not distinguish its two parts.

\section{The bare response}

Change $w$ by $\delta w$. First-order perturbation theory gives
\begin{equation}
\delta\phi_i=\sum_{q\neq i}\phi_q\,
\frac{\langle\phi_q|\sum_J\delta w_JP_J|\phi_i\rangle}{\varepsilon_i-\varepsilon_q}.
\end{equation}
For real orbitals $\delta n_I=4\sum_i\langle\phi_i|P_I|\delta\phi_i\rangle$: one factor 2 is spin, the other comes from varying both bra and ket. If $q$ is itself filled, the terms $(i,q)$ and $(q,i)$ have equal numerators and opposite denominators, so they cancel. If two filled levels are degenerate, these terms are undefined one by one, but the conclusion stands: mixing filled orbitals among themselves leaves $\sum_i|\phi_i\rangle\langle\phi_i|$, and hence $n_I$, unchanged. Only empty orbitals $p$ remain:
\begin{equation}
\delta n_I=\sum_J\chi^0_{IJ}\,\delta w_J,\qquad
\chi^0_{IJ}=4\sum_{i}^{\rm filled}\sum_{p}^{\rm empty}
\frac{\langle\phi_i|P_I|\phi_p\rangle\langle\phi_p|P_J|\phi_i\rangle}{\varepsilon_i-\varepsilon_p}.
\label{eq:chi0}
\end{equation}
With $v$ frozen, $\delta w=\delta\alpha$, so this is the $\chi^0$ defined above. It is symmetric. For any real vector $z$, $z^T\chi^0z$ is a sum of squares divided by negative numbers, hence $\chi^0$ is negative semidefinite: raising the energy of a site expels electrons from it.

\section{The Dyson equation}

When the electrons readjust, the interaction potential changes too. To first order
\begin{equation}
\delta v_I=\sum_J f_{IJ}\,\delta n_J,\qquad
f_{IJ}=\frac{\partial^2E_{\rm Hxc}}{\partial n_I\partial n_J},
\end{equation}
with the derivative taken at the unperturbed occupations. Insert $\delta w=\delta\alpha+f\delta n$ in \eqref{eq:chi0}:
\begin{equation}
\delta n=\chi^0\delta\alpha+\chi^0f\,\delta n .
\end{equation}
By definition $\delta n=\chi\,\delta\alpha$. Since $\delta\alpha$ is arbitrary, its coefficients must agree, which gives $\chi=\chi^0+\chi^0f\chi$. Multiply from the left by $(\chi^0)^{-1}$ and from the right by $\chi^{-1}$:
\begin{equation}
(\chi^0)^{-1}=\chi^{-1}+f ,
\end{equation}
which is \eqref{eq:main}.

For a single site, $\chi=\chi^0/(1-\chi^0U)=-|\chi^0|/(1+|\chi^0|U)$. Repulsion reduces the response, and for $|\chi^0|U\gg1$ it tends to $-1/U$. From $U=1/\chi^0-1/\chi$, a small error $\eta$ in $\chi$ changes $U$ by $\eta/\chi^2$. A given absolute error is therefore amplified when $|\chi|$ is small. In relative terms, since $1/|\chi|=1/|\chi^0|+U$, the relative error of $\chi$ is multiplied by $1/(|\chi|U)=1+1/(|\chi^0|U)$. A response made small by strong repulsion thus passes its relative error on to $U$ almost unchanged, whereas for $|\chi^0|U\ll1$ the two inverses nearly cancel and the method becomes ill-conditioned. This happens, for example, for a nearly full or nearly empty shell that lies far in energy from the levels it mixes with, because $|\chi^0|$ is then small. Weak coupling alone does not make the response small: for two equal sites with hopping $-t$ and two electrons, \eqref{eq:chi0} gives $\chi^0=4(1/2)^2/(-2t)=-1/(2t)$, which grows as $t$ decreases.

\section{Why the elements are U and V}

Take the extended Hubbard form
\begin{equation}
E_{\rm Hxc}=\frac12\sum_IU_In_I^2+\frac12\sum_{I\neq J}V_{IJ}n_In_J+\text{linear terms},
\qquad V_{IJ}=V_{JI}.
\end{equation}
The double sum meets each pair twice, so the factor $\frac12$ leaves $V_{IJ}n_In_J$ per pair. Differentiating, $n_K$ appears once as first and once as second index:
\begin{equation}
v_K=U_Kn_K+\frac12\sum_{J\neq K}V_{KJ}n_J+\frac12\sum_{I\neq K}V_{IK}n_I+\text{const}
=U_Kn_K+\sum_{J\neq K}V_{KJ}n_J+\text{const}.
\end{equation}
A second derivative gives $f_{KK}=U_K$ and $f_{KJ}=V_{KJ}$, which is \eqref{eq:UV}. If $E_{\rm Hxc}$ is not quadratic, $U$ and $V$ are its local second derivatives and depend on the state at which they are taken.

\section{The same result as an energy curvature}

Let $W(\alpha)$ be the ground-state energy including $\sum_I\alpha_In_I$. The energy is stationary with respect to the orbitals, so only the explicit dependence on $\alpha$ counts: $\partial W/\partial\alpha_I=n_I$. The energy at prescribed occupations is $E(n)=W-\sum_J\alpha_Jn_J$, and
\begin{equation}
\frac{\partial E}{\partial n_I}=\sum_Jn_J\frac{\partial\alpha_J}{\partial n_I}
-\sum_Jn_J\frac{\partial\alpha_J}{\partial n_I}-\alpha_I=-\alpha_I,
\qquad
\frac{\partial^2E}{\partial n_I\partial n_J}=-(\chi^{-1})_{IJ}.
\end{equation}
The same argument for independent electrons in the frozen potential gives an energy $E^0(n)$ with curvature $-(\chi^0)^{-1}$. Hence
\begin{equation}
\frac{\partial^2(E-E^0)}{\partial n_I\partial n_J}=(\chi^0)^{-1}_{IJ}-\chi^{-1}_{IJ}=f_{IJ}.
\end{equation}
Even independent electrons resist a change of occupation, because it disturbs the bonding between sites. That part of the curvature is not an interaction, and $(\chi^0)^{-1}$ removes it.

\section{A worked example}

An open chain has six orbitals, numbered 1 to 6, and six electrons. The hopping matrix element is $-1$ eV. Orbitals 2 and 4 are the interacting sites, with energies 0.2 and 0.6 eV; the other four, at zero energy, form a reservoir. The interaction energy is
\begin{equation}
E_{\rm Hxc}=\frac12\sum_{I,J}F_{IJ}(n_I-1)(n_J-1)-c\,(n_2^{4/3}+n_4^{4/3}),
\end{equation}
with $F_{22}=4$, $F_{44}=3$, $F_{24}=F_{42}=0.8$ and $c=0.6$ eV; other elements of $F$ vanish. The term in $c$ makes the functional non-quadratic. Its second derivative is $-\frac49c\,n^{-2/3}$.

The self-consistent occupations are $n_2=1.092$ and $n_4=1.029$, and the gap is 0.89 eV. The expected kernel is therefore
\begin{align}
U_2&=4-\tfrac49(0.6)(1.092)^{-2/3}=4-0.251=3.75\ \text{eV},\\
U_4&=3-\tfrac49(0.6)(1.029)^{-2/3}=3-0.262=2.74\ \text{eV},
\end{align}
and $V=0.80$ eV.

The responses, obtained by numerical differentiation of the occupations, are (in 1/eV)
\begin{equation}
\chi^0=\begin{pmatrix}-0.387&-0.029\\-0.029&-0.474\end{pmatrix},\qquad
\chi=\begin{pmatrix}-0.160&0.021\\0.021&-0.209\end{pmatrix}.
\end{equation}
Inverting the unrounded matrices and subtracting gives, in eV,
\begin{equation}
\begin{pmatrix}-2.59&0.16\\0.16&-2.12\end{pmatrix}
-\begin{pmatrix}-6.34&-0.64\\-0.64&-4.86\end{pmatrix}
=\begin{pmatrix}3.75&0.80\\0.80&2.74\end{pmatrix},
\end{equation}
as expected. The numerical check also computes both constrained energies and differentiates them twice. For site 2 the curvatures are 6.34 and 2.59 eV: the total curvature is about 1.7 times $U_2$, and the difference of the two curvatures is $U_2$.

The off-diagonal response changes sign between $\chi^0$ and $\chi$. For a $2\times2$ matrix, $\chi_{24}=-(\chi^{-1})_{24}/\det(\chi^{-1})$, and the determinant is positive here. At this ground state $(\chi^{-1})_{24}=(\chi^0)^{-1}_{24}-V=0.16-0.80$ eV, so the sign turns because $V$ exceeds $(\chi^0)^{-1}_{24}$. Electrons expelled from site 2 then leave site 4 less repelled, and its occupation rises.

\section{When the rest of the system interacts}

Now relax closure: $E_{\rm Hxc}$ still depends on orbital occupations only, but on those of all orbitals. Let $A$ denote the chosen sites and $B$ all other orbitals. Let $X$ be the bare response of the whole system, so that $X_{AA}=\chi^0$, and let $F$ now denote the full second-derivative matrix of $E_{\rm Hxc}$. The perturbation acts on $A$ alone. Write $x=\delta n_A$ and $y=\delta n_B$. The potential changes are
\begin{equation}
w_A=\delta\alpha+F_{AA}x+F_{AB}y,\qquad w_B=F_{BA}x+F_{BB}y,
\label{eq:w}
\end{equation}
and the occupations follow from
\begin{equation}
x=\chi^0w_A+X_{AB}w_B,\qquad y=X_{BA}w_A+X_{BB}w_B .
\label{eq:xy}
\end{equation}
Define
\begin{equation}
T=X_{BA}(\chi^0)^{-1},\qquad S=X_{BB}-X_{BA}(\chi^0)^{-1}X_{AB},\qquad K=F_{BA}+F_{BB}T .
\end{equation}
Because $X$ is symmetric, $T^T=(\chi^0)^{-1}X_{AB}$. The first equation of \eqref{eq:xy} gives $w_A=(\chi^0)^{-1}x-T^Tw_B$, and the second then becomes $y=Tx+Sw_B$. Put this $y$ in $w_B$:
\begin{equation}
(1-F_{BB}S)w_B=Kx,\qquad w_B=MKx,\qquad M=(1-F_{BB}S)^{-1}.
\end{equation}
Solve the first equation of \eqref{eq:w} for $\delta\alpha$:
\begin{align}
\delta\alpha&=w_A-F_{AA}x-F_{AB}y\nonumber\\
&=(\chi^0)^{-1}x-\big[F_{AA}+F_{AB}T+(T^T+F_{AB}S)MK\big]x .
\end{align}
Since $\delta\alpha=\chi^{-1}x$, the bracket is $f_{\rm eff}=(\chi^0)^{-1}-\chi^{-1}$. The definition of $M$ implies $M=1+F_{BB}SM$. Using this in $T^TMK$, and $K^T=F_{AB}+T^TF_{BB}$, we find
\begin{equation}
f_{\rm eff}=\underbrace{F_{AA}+F_{AB}T+T^TF_{BA}+T^TF_{BB}T}_{\text{rigid part}}
+\underbrace{K^TSMK}_{\text{screening}} .
\label{eq:eff}
\end{equation}
If $F_{AB}$ and $F_{BB}$ vanish, then $K=0$ and $f_{\rm eff}=F_{AA}$, the closed case.

In the rigid part, a change $x$ on the sites is accompanied by the change $Tx$ that independent electrons would make elsewhere. The screening part is the further adjustment of $B$ to the potential so created. If $F_{BB}$ is positive semidefinite, the screening part is negative semidefinite: it cannot raise any diagonal element above its rigid value, while its off-diagonal elements may have either sign. To see this, evaluate the quadratic form of $X$ on the vector with components $-T^Tz$ in $A$ and $z$ in $B$; the result is $z^TSz$, so $S$ is negative semidefinite. Write $S=-R^2$ with $R$ symmetric. From $R(1+F_{BB}R^2)=(1+RF_{BB}R)R$ it follows that
\begin{equation}
SM=-R\,(1+RF_{BB}R)^{-1}R ,
\end{equation}
which is negative semidefinite, and so is $K^TSMK$.

In the chain, give each reservoir orbital an on-site term of 1.5 eV and each nearest-neighbour pair a term of 0.6 eV. The elements (22, 24, 44), in eV, are then:
\begin{center}
\begin{tabular}{lrrr}
bare $F_{AA}$ & 3.749 & 0.800 & 2.739\\
rigid part & 3.817 & 0.770 & 2.735\\
screening part & $-0.185$ & $-0.059$ & $-0.146$\\
$f_{\rm eff}$ & 3.633 & 0.710 & 2.589
\end{tabular}
\end{center}
The last line is the sum of the two above it, up to rounding, and agrees with the matrix difference found from the responses. Here the response method gives 3.63 eV for site 2, not the bare 3.75 eV.

Equation \eqref{eq:eff} also shows what happens if one inverts single diagonal elements instead of matrices. Then $A$ holds one site, and every other site belongs to $B$ and enters through both the rigid and the screening part. In the first example, $1/\chi^0_{22}-1/\chi_{22}=3.68$ eV, against $U_2=3.75$ eV.

\section{When the sites hold all the charge}

If $\sum_IP_I=1$, then $\sum_In_I$ is the fixed electron number, so $\sum_I\chi_{IJ}=0$ and likewise for $\chi^0$. Neither matrix has an inverse. The missing information is real. Change the kernel by
\begin{equation}
F_{IJ}\to F_{IJ}+a_I+a_J .
\end{equation}
Then $\delta v_I$ changes by $a_I\sum_J\delta n_J+\sum_Ja_J\delta n_J$. The first term is zero, and the second is the same on every site and moves no charge. At a given ground state the response is unchanged, so it cannot fix $U$ and $V$ separately. Combinations such as $F_{II}+F_{JJ}-2F_{IJ}$ are unaffected by the shift.

A reservoir outside $A$ supplies the reference, provided it exchanges charge with the sites. If no hopping connects it to them, the total charge on $A$ is again fixed and $\chi^0$ is again singular. If it is a single orbital $B$, charge conservation requires $y=-\sum_Ix_I$ whatever the potential. Hence every element of $T$ is $-1$ and $S=0$, and \eqref{eq:eff} reduces to
\begin{equation}
(f_{\rm eff})_{IJ}=F_{IJ}-F_{IB}-F_{BJ}+F_{BB}.
\end{equation}
The measured $U_I$ is then $F_{II}-2F_{IB}+F_{BB}$, the curvature of the interaction energy for moving charge between the site and the reservoir.

\section{Which U has been measured}

Under closure, the response gives the curvature of the interaction functional in use with respect to the total site occupations. If the other orbitals interact too, and $E_{\rm Hxc}$ still depends on orbital occupations only, it gives the effective kernel \eqref{eq:eff} instead. Terms that depend on off-diagonal elements of the density matrix, such as exchange between sites, are not covered by \eqref{eq:eff}. Even under closure, the result need not equal the parameter of a many-body Hamiltonian. Take the mean-field energy $u\,n_\uparrow n_\downarrow$ on one site. A perturbation equal for both spins keeps a stable closed shell at $n_\uparrow=n_\downarrow=n/2$, so
\begin{equation}
E_{\rm Hxc}=\frac{u}{4}n^2,\qquad f=\frac{d^2E_{\rm Hxc}}{dn^2}=\frac u2 .
\end{equation}
A spin-resolved calculation on the chain, with $u=2$ and 1 eV on the two sites, returns 1.0 and 0.5 eV. A value of $U$ should therefore be quoted with the functional, the projectors $P_I$, the set of sites whose responses were inverted together, and the occupation variable that was perturbed.

\section*{Computed results}
\begin{verbatim}
Chain orbitals are numbered 1 to 6; interacting sites: [2, 4]
Orbital energies in h: [0.00 0.20 0.00 0.60 0.00 0.00] eV
Hopping amplitude t (matrix element -t): 1.00 eV
Quadratic coefficients U1, U2, V: [4.00 3.00 0.80] eV
Nonlinear coefficient c: 0.60 eV
--- interaction on the two sites only
Occupations of the six orbitals: [0.90331 1.09207 0.97235 1.02904 0.99617 1.00705] electrons
Gap between filled and empty levels: 0.88957 eV
chi0: [[-0.38710 -0.02870] [-0.02870 -0.47390]] 1/eV
chi: [[-0.15978  0.02114] [ 0.02114 -0.20864]] 1/eV
inverse of chi0: [[-2.59494  0.15713] [ 0.15713 -2.11965]] eV
inverse of chi: [[-6.34348 -0.64287] [-0.64287 -4.85802]] eV
f = inv(chi0) - inv(chi): [[3.74854 0.80000] [0.80000 2.73837]] eV
Second derivatives of E_Hxc: [[3.74854 0.80000] [0.80000 2.73837]] eV
Largest error of the Dyson equation: 1.1e-11 1/eV
Single-element inversion for first site: 3.67512 eV
Curvature of constrained total energy: [[6.3435 0.6429] [0.6429 4.8581]] eV
Curvature of constrained frozen energy: [[ 2.5950 -0.1571] [-0.1571  2.1197]] eV
Difference of the two curvatures: [[3.7485 0.8000] [0.8000 2.7384]] eV
--- reservoir interacts as well
Reservoir on-site and all nearest-neighbour terms: [1.50 0.60] eV
Occupations of the six orbitals: [0.91871 1.09398 0.96022 1.03153 0.99187 1.00369] electrons
Bare kernel on the two sites: [[3.74883 0.80000] [0.80000 2.73880]] eV
T (rows: orbitals 1,3,5,6): [[-0.92263 -0.40691] [-0.09655 -0.64526] [-0.00401 -0.11911] [ 0.02319  0.17128]] (no unit)
Rigid part of effective kernel: [[3.81738 0.76955] [0.76955 2.73526]] eV
Screening part of effective kernel: [[-0.18472 -0.05947] [-0.05947 -0.14582]] eV
Effective kernel by formula: [[3.63266 0.71008] [0.71008 2.58944]] eV
Effective kernel from responses: [[3.63266 0.71008] [0.71008 2.58944]] eV
--- all six orbitals taken as sites
Largest column sum of chi: 8.0e-13 1/eV
Two smallest singular values of chi: 0.11411, 8.4e-14 1/eV
Kernel shift vector a: [ 0.50 -0.30  0.20  0.40  0.00  0.10] eV
Largest change of chi under the shift: 4.3e-13 1/eV
--- spin-resolved mean field of u n_up n_down
u on the two sites: [2.00 1.00] eV
Kernel from total-occupation responses: [[1.00000 0.00000] [0.00000 0.50000]] eV
\end{verbatim}
